# Steady states of quadratic fermionic Lindbladians from a Lyapunov equation

## One mode first

Take one fermion mode with $H=\varepsilon c^\dagger c$, loss at rate $\gamma_-$ and gain at rate $\gamma_+$. The occupation $\nu=\langle c^\dagger c\rangle$ obeys $\dot \nu=-\gamma_-\nu+\gamma_+(1-\nu)$. With $s=1-2\nu$ this is

$$\dot s=-(\gamma_-+\gamma_+)\,s+(\gamma_--\gamma_+).$$

Now use the Hermitian operators $w_1=c+c^\dagger$ and $w_2=i(c-c^\dagger)$, so that $c=(w_1-iw_2)/2$. They anticommute and square to one. Since $w_1w_2=i(2c^\dagger c-1)$, we have $s=i\langle w_1w_2\rangle$. The Heisenberg equations for $c$ and $c^\dagger$ have damping $\gamma/2$, with $\gamma=\gamma_-+\gamma_+$, and frequencies $\mp\varepsilon/\hbar$. In the basis $w_1,w_2$ the damping matrix is

$$X=\begin{pmatrix}\gamma/2&\varepsilon/\hbar\\-\varepsilon/\hbar&\gamma/2\end{pmatrix},\qquad \beta_\pm=\gamma/2\pm i\varepsilon/\hbar .$$

The occupation relaxes at $\beta_++\beta_-=\gamma$. A single eigenvalue of $X$ belongs to the coherence between the empty and the filled state, and an observable quadratic in fermions relaxes with a sum of two. The same structure holds for $n$ modes.

## The problem and its reduction

Let $w_1,\dots,w_{2n}$ be Majorana operators, $\{w_a,w_b\}=2\delta_{ab}$, and let

$$H=\frac i4\sum_{ab}A_{ab}w_aw_b,\qquad L_\mu=\sum_a l_{\mu a}w_a,$$

with $A$ real and antisymmetric. Quartic Hamiltonians and jump operators quadratic in fermions are outside this scheme. Define

$$M_{ab}=\sum_\mu l_{\mu a}l_{\mu b}^*=M_r+iM_i,\qquad \Gamma_{ab}=\frac i2\langle[w_a,w_b]\rangle .$$

$M$ is Hermitian and positive semidefinite, so $M_r$ is symmetric and $M_i$ antisymmetric. The mean of an operator $O$ changes as $\langle\mathcal L^\dagger O\rangle$, where

$$\mathcal L^\dagger O=\frac i\hbar[H,O]+\frac12\sum_\mu\left(L_\mu^\dagger[O,L_\mu]+[L_\mu^\dagger,O]L_\mu\right).$$

Expanding the commutators returns the usual $L^\dagger OL-\frac12\{L^\dagger L,O\}$.

Products of distinct $w$'s form a basis of operators. On such a product, let $w_j\wedge$ multiply from the left if $w_j$ is absent and give zero otherwise. Let $\partial_j$ move $w_j$ to the front, with its sign, and delete it; it gives zero if $w_j$ is absent. Because $w_j^2=1$, for $Q$ of degree $q$

$$w_jQ=w_j\wedge Q+\partial_jQ,\qquad Qw_j=(-1)^q(w_j\wedge Q-\partial_jQ).$$

The $\partial$'s anticommute among themselves, and $\partial_jw_k\wedge+w_k\wedge\partial_j=\delta_{jk}$.

For even $O$ these rules give $[w_k,O]=2\partial_kO$. Since $\sum_\mu l_{\mu j}^*l_{\mu k}=M_{kj}$ and $\partial_jO$ is odd, the dissipative part is

$$\sum_{jk}M_{kj}\left[-w_j\partial_kO+(\partial_jO)w_k\right]
=\sum_{jk}M_{kj}\left[-w_j\wedge\partial_k-w_k\wedge\partial_j+2\partial_k\partial_j\right]O .$$

The first two terms combine $M_{kj}+M_{jk}=2(M_r)_{kj}$; in the last, only $iM_i$ survives. For the Hamiltonian, $[w_jw_k,O]=2(w_j\wedge\partial_k-w_k\wedge\partial_j)O$, which contributes $\hbar^{-1}\sum A_{kj}w_j\wedge\partial_kO$. Hence

$$\mathcal L^\dagger=-\sum_{jk}X_{kj}\,w_j\wedge\partial_k+2i\sum_{jk}(M_i)_{kj}\partial_k\partial_j,\qquad X=2M_r-A/\hbar. \tag{1}$$

Apply this to $w_aw_b$ with $a\ne b$. The first term replaces each factor $w_a$ by $-\sum_jX_{aj}w_j$. The second gives $2i[(M_i)_{ba}-(M_i)_{ab}]=-4i(M_i)_{ab}$. Multiplying the mean by $i$ yields

$$\dot\Gamma=-X\Gamma-\Gamma X^T+Y,\qquad Y=4M_i. \tag{2}$$

For the single mode, $Y_{12}=\gamma_--\gamma_+$, as required. The steady state solves $X\Gamma+\Gamma X^T=Y$.

## Rapidities and relaxation rates

The eigenvalues $\beta_1,\dots,\beta_{2n}$ of $X$ are the rapidities. In (1) the first term keeps the degree and the second lowers it by two, so $\mathcal L^\dagger$ is block triangular and the first term alone fixes its eigenvalues. At degree $k$ these are minus the sums of $k$ different rapidities. If $X$ lacks a full set of eigenvectors, a triangular basis gives the same sums.

Odd operators need one more step. Let $P$ be fermion parity and write $O=O'P$. As $P$ anticommutes with every $L_\mu$, the jump term acting on $O'$ changes sign:

$$-L^\dagger O'L-\tfrac12\{L^\dagger L,O'\}=-\tfrac12L^\dagger\{L,O'\}-\tfrac12\{L^\dagger,O'\}L .$$

For odd $O'$, $\{w_k,O'\}=2\partial_kO'$, and the same expansion returns (1). The full spectrum is therefore $-\sum_j\nu_j\beta_j$ with $\nu_j\in\{0,1\}$.

If $Xv=\beta v$, then $2\,\mathrm{Re}\,\beta\,v^\dagger v=v^\dagger(X+X^T)v=4v^\dagger M_rv\ge0$. Assume from here on that every $\mathrm{Re}\,\beta_j>0$. Then the zero eigenvalue is simple and the steady state is unique. Physical observables are even, so their slowest rate is

$$\Delta=\min_{i<j}\mathrm{Re}(\beta_i+\beta_j).$$

Since $X$ is real, complex rapidities come in conjugate pairs. If the slowest one is complex or repeated, $\Delta=2\min_j\mathrm{Re}\,\beta_j$. If it is real and simple and all other rapidities have larger real parts, this shortcut fails. One mode with $H=0$ and jumps $\sqrt{k_1}w_1$, $\sqrt{k_2}w_2$ has $X=\mathrm{diag}(2k_1,2k_2)$. For $k_1=0.3$ and $k_2=1.1\ \mathrm{ps^{-1}}$ the gap is $0.6+2.2=2.8\ \mathrm{ps^{-1}}$, while twice the slowest rapidity is $1.2\ \mathrm{ps^{-1}}$.

Differentiation confirms that (2) is solved by

$$\Gamma(t)=\Gamma_s+e^{-Xt}(\Gamma_0-\Gamma_s)e^{-X^Tt}.$$

A defective $X$ can add powers of $t$ to the exponentials, so $\Delta$ fixes the exponential rate but not the prefactor.

## Why the covariance is enough

Let $[\,\cdot\,]_0$ denote the coefficient of the identity. Define a Gaussian mean by $\langle O\rangle=[e^QO]_0$ with $Q=\frac i2\sum\Gamma_{kj}\partial_k\partial_j$. On $w_aw_b$ it gives $\frac i2(\Gamma_{ba}-\Gamma_{ab})=-i\Gamma_{ab}$, the correct two-point function. Higher means are signed sums over pairings.

From the anticommutation rules, $[Q,w_j\wedge]=i\sum_p\Gamma_{pj}\partial_p$, which commutes with $Q$. Moving $e^Q$ through (1) thus replaces $w_j\wedge$ by $w_j\wedge+i\sum_p\Gamma_{pj}\partial_p$. The part with $w_j\wedge$ in front has no identity component. Using $\Gamma^T=-\Gamma$ and antisymmetrizing the coefficient of $\partial_k\partial_p$, the rest is

$$\langle\mathcal L^\dagger O\rangle=\frac i2\sum_{kp}\left(Y-X\Gamma-\Gamma X^T\right)_{kp}\left[\partial_k\partial_p\,e^QO\right]_0 .$$

It vanishes when $\Gamma$ solves the Lyapunov equation. Odd means are zero and stay zero. By uniqueness, this Gaussian state is the steady state.

## Schur solver

Put $N=2n$ and compute $X=UTU^\dagger$ with $U$ unitary and $T$ upper triangular. As $X$ is real, $X^T=X^\dagger=UT^\dagger U^\dagger$. With $F=U^\dagger\Gamma U$ and $R=U^\dagger YU$ the equation becomes $TF+FT^\dagger=R$. Since $(T^\dagger)_{mk}=T_{km}^*$ vanishes for $m<k$, column $k$ reads

$$(T+T_{kk}^*\mathbb 1)F_k=R_k-\sum_{m>k}F_mT_{km}^*. \tag{3}$$

Starting from the last column, the right side is always known.

```
input: A, jump coefficients l (one row per jump), hbar
M = transpose(l) * conj(l)
X = 2 Re M - A/hbar;   Y = 4 Im M
(T, U) = complex Schur form of X
R = U^dagger Y U
for k = N down to 1:
    r = R[:,k] - sum over m > k of F[:,m] * conj(T[k,m])
    solve (T + conj(T[k,k]) I) F[:,k] = r   by back substitution
G = Re(U F U^dagger)
return (G - transpose(G)) / 2
```

The divisors are $\beta_j+\beta_k^*$, nonzero under the assumption above. Back substitution costs about $N^2/2$ complex multiplications per column. The sums in (3) cost $N(N-k)$, or about $N^3/2$ in total, so the loop needs about $N^3$. The basis changes are four matrix products. The Schur form also costs $O(N^3)$, provided that the QR iteration needs a bounded number of sweeps per eigenvalue. Storage is $O(N^2)$ if one working copy of $T$ is kept and only its diagonal is changed. Dense elimination on all $N^2$ entries of $\Gamma$ would cost $O(N^6)$.

The best of three runs took 0.09 s for a chain of 100 sites and 0.58 s for 200. The growth exponent between these two sizes is 2.6; it is not an asymptotic exponent.

## A driven chain

Let $H=-J\sum_j(c_j^\dagger c_{j+1}+\mathrm{h.c.})$, with baths of total rates $\Gamma_L,\Gamma_R$ and fillings $f_L,f_R$ at the ends. A bath with rate $\Gamma_j$ has gain $\Gamma_jf_j$ and loss $\Gamma_j(1-f_j)$. Rates and fillings are taken as constant over the band, which is about $4J$ wide. They must also be constant over the broadening $\hbar\Gamma$ of the end levels. For leads with Fermi distributions this requires $k_BT$ large against both $J$ and $\hbar\Gamma$, or chemical potentials far outside the band on both scales, which gives fillings near 0 or 1 only. For the example below ($J=1$ meV), wide-band Fermi leads with fillings 0.9 and 0.2 at the band centre carry about half of the current (4) at 4 K and come within 2 % of it at 30 K. With the same baths, $J=0.02$ meV and 2 K, $k_BT$ is almost $9J$ but smaller than $\hbar\Gamma$, and the first density is 0.72 instead of the 0.90 of this model. The substitution $w\to-Xw$ acts on the $c_j$ as $c\to-Wc$, with

$$W=ih/\hbar+\tfrac12\mathrm{diag}(\Gamma_j),$$

where $h$ is the hopping matrix and $\Gamma_j=0$ inside the chain. The $c_j^\dagger$ carry $W^*$. The rapidities are thus the eigenvalues of $W$ and their conjugates, and $\Delta=2\min\mathrm{Re}\,\beta$. None is undamped: $\mathrm{Re}\,\beta=0$ would need an eigenvector vanishing at site 1, and the eigenvalue equation would then make it vanish at every site in turn.

For $C_{jk}=\langle c_j^\dagger c_k\rangle$ the equation of motion is

$$\dot C_{jk}=\frac{iJ}\hbar(C_{j,k-1}+C_{j,k+1}-C_{j-1,k}-C_{j+1,k})-\frac{\Gamma_j+\Gamma_k}2C_{jk}+\Gamma_jf_j\delta_{jk}.$$

Its diagonal part identifies the particle current to the right, $I=(2J/\hbar)\,\mathrm{Im}\,C_{j,j+1}$. Try $C_{j,j+1}=iq$ on every bond and no longer-range coherence. The equations at distance two then cancel, and those on the bonds give

$$n_j-n_{j+1}=\frac{\hbar^2(\Gamma_j+\Gamma_{j+1})}{4J^2}I,\qquad n_j=C_{jj}.$$

At the ends, $I=\Gamma_L(f_L-n_1)=\Gamma_R(n_n-f_R)$. Adding all the drops from bath to bath gives

$$I=\frac{4J^2\Gamma_L\Gamma_R\,(f_L-f_R)}{(\Gamma_L+\Gamma_R)(4J^2+\hbar^2\Gamma_L\Gamma_R)}. \tag{4}$$

For two or more sites the current does not depend on length: the interior is flat and all resistance sits at the ends. For large $J$ the baths limit the current to $(f_L-f_R)\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$. For small $J$ it falls as $4J^2(f_L-f_R)/[\hbar^2(\Gamma_L+\Gamma_R)]$.

Choose 40 sites, $J=1$ meV, $\Gamma_L=1$ and $\Gamma_R=2\ \mathrm{ps^{-1}}$, $f_L=0.9$ and $f_R=0.2$. With $\hbar=0.6582$ meV ps, $\hbar^2\Gamma_L\Gamma_R=0.8665\ \mathrm{meV^2}$, and (4) gives

$$I=\frac{4\times2\times0.7}{3\times4.8665}\ \mathrm{ps^{-1}}=0.3836\ \mathrm{ps^{-1}}.$$

The Schur solver returns the same value. Multiplied by $e$ it is 61.5 nA; for electrons the electric current points against the particle flow. The first density is $0.9-0.3836=0.5164$. The next drop is $0.4332\times0.3836/4=0.0415$, which leads to the interior value 0.4749. The last density is $0.2+0.3836/2=0.3918$.

## How the gap closes

Although the current is independent of length, relaxation slows down as the chain grows. An eigenvector $\psi$ of $W$ with $\beta=iE/\hbar$ has $E=-2J\cos k$ inside the chain. The left end is equivalent to $\psi_0=ig_L\psi_1$, with $g_a=\hbar\Gamma_a/2J$. Near the lower band edge $\psi_x\propto x-x_0$ close to the end, so

$$-x_0=ig_L(1-x_0)\quad\Rightarrow\quad x_0=\frac{g_L^2-ig_L}{1+g_L^2}.$$

The right end gives the same shift with $g_R$. The distance between the nodes is $\ell=D+i\eta$, where

$$D=n+1-\sum_a\frac{g_a^2}{1+g_a^2},\qquad \eta=\sum_a\frac{g_a}{1+g_a^2}.$$

The longest wave has $k=\pi/\ell$ and $E\simeq-2J+J\pi^2/\ell^2$. For $D\gg\eta$, $\mathrm{Im}\,\ell^{-2}\simeq-2\eta/D^3$. With $\mathrm{Re}\,\beta=-\mathrm{Im}\,E/\hbar$ this gives

$$\Delta\simeq\frac{4\pi^2J}{\hbar D^3}\,\eta. \tag{5}$$

Taking the complex conjugate of $\psi$ and alternating its sign from site to site maps this mode to the upper band edge: $E$ becomes $-E^*$, so the decay rate is the same. In a long chain each end contributes most at $g_a=1$. Beyond that value a stronger bath damps the slow modes less, because it pushes the wave away from the end site.

Here $\eta=0.756$ and $D=40.6$, so (5) gives $45.36/40.6^3=6.78\times10^{-4}\ \mathrm{ps^{-1}}$. Diagonalization gives $6.77\times10^{-4}\ \mathrm{ps^{-1}}$, a relaxation time of about 1.48 ns. The relative deviation from (5) is 0.15 % at 40 sites, 0.04 % at 80 and 0.01 % at 160, where the gap is $1.09\times10^{-5}\ \mathrm{ps^{-1}}$. The agreement also supports taking the longest wave as the slowest mode, which the band-edge argument alone does not prove.

## Stability and failure modes

**Small gap.** If $Xv=\beta v$, then $X(vv^\dagger)+(vv^\dagger)X^T=2\,\mathrm{Re}\,\beta\,vv^\dagger$. For complex $\beta$ the imaginary part of $vv^\dagger$ is real and antisymmetric, as $\Gamma$ is, and obeys the same relation. A residual of size $r$ along this direction therefore hides an error $r/(2\,\mathrm{Re}\,\beta)$. For real $v$ the product $vv^\dagger$ is symmetric and cannot occur in $\Gamma$. For the 40-site chain the largest residual entry was $2\times10^{-15}\ \mathrm{ps^{-1}}$, which could stand for an error near $3\times10^{-12}$. This is an estimate for one direction, not a bound. Monitor the smallest pair sum $\mathrm{Re}(T_{jj}+T_{kk})$ with $j<k$ together with the residual.

**Undamped modes.** If a conjugate pair has $\mathrm{Re}\,\beta=0$, a physical pair sum vanishes and the steady state is not unique. The solver should stop and report it. A single real zero rapidity is different: no pair sum vanishes if the others are damped, yet (3) has a zero divisor. Order the Schur form with this rapidity first. Its vector $u$ is real up to a phase, so $F_{11}=u^\dagger\Gamma u=0$ by antisymmetry, and this entry is set to zero instead of being divided out.

**Coalescing eigenvectors.** For two sites,

$$\beta=\frac{\Gamma_L+\Gamma_R}4\pm\sqrt{\left(\frac{\Gamma_R-\Gamma_L}4\right)^2-\frac{J^2}{\hbar^2}} .$$

With the same baths, the root vanishes at $J=0.1646$ meV, where both eigenvalues are $0.75\ \mathrm{ps^{-1}}$ and $W$ has one eigenvector. The numerically computed eigenvector matrix of $W$ has condition number $5\times10^7$, so one inversion can cost seven or eight digits. A Lyapunov solver built on an eigenvector matrix $V$ applies the inverse on both sides of the source, as $V^{-1}Y(V^{-1})^\dagger$, so rounding errors can be amplified by the square of the condition number, about $2\times10^{15}$ for the value above, which can remove nearly all digits of double precision. In $X$ the value $0.75\ \mathrm{ps^{-1}}$ occurs four times, and the computed eigenvector matrix can be worse still, up to numerically singular. The Schur route uses a unitary $U$ and gives $I=0.05185\ \mathrm{ps^{-1}}$, equal to (4) within rounding.
